# Why the thermodynamic kinetic-energy estimator grows noisier with bead number

## The problem

A path-integral simulation has a discretization error, and the natural cure is to use more beads. If the kinetic energy is measured with the thermodynamic estimator, this cure has a side effect: once the path is well resolved, further beads shrink the discretization error, but the statistical error of a run with a fixed number of independent configurations grows. A user who does not expect this may take the scatter for poor equilibration, or read a trend with bead number into what is noise.

The growth has a simple law. For one particle in \(d\) dimensions at inverse temperature \(\beta\), the variance per independent configuration rises by \(d/(2\beta^2)\) for each added bead once the path is well resolved. For a free particle in unbounded space it equals \(d(P-1)/(2\beta^2)\) at every bead number \(P\). The cause lies in the quantity being measured, and another estimator with the same mean can avoid it.

## The estimator and its two large terms

Let \(H=T+V\), with \(T=p^2/2m\) and a smooth potential \(V\) that does not depend on \(m\). With \(\tau=\beta/P\), the discretized partition function is
\[
Z_P=\mathrm{Tr}\left[\left(e^{-\tau T}e^{-\tau V}\right)^P\right].
\]
The free-particle factor follows from a momentum integral, done by completing the square:
\[
\langle x|e^{-\tau T}|y\rangle=\int\!\frac{d^dp}{(2\pi\hbar)^d}\,e^{-\tau p^2/2m+ip\cdot(x-y)/\hbar}
=\left(\frac{m}{2\pi\hbar^2\tau}\right)^{d/2}e^{-m(x-y)^2/2\hbar^2\tau}.
\]
Inserting position states between the factors and putting \(\tau=\beta/P\) gives
\[
Z_P=\left(\frac{mP}{2\pi\beta\hbar^2}\right)^{dP/2}\int dx_1\cdots dx_P\,e^{-A-B},
\]
\[
A=\frac{mP}{2\beta\hbar^2}\sum_{k=1}^P(x_k-x_{k+1})^2,\qquad
B=\frac{\beta}{P}\sum_{k=1}^P V(x_k),
\]
where \(x_{P+1}=x_1\). The path is a closed ring of beads joined by springs. Averages below use the normalized weight \(e^{-A-B}\).

The kinetic energy is obtained by differentiating with respect to mass. Since \(\partial T/\partial m=-T/m\), each of the \(P\) kinetic factors contributes \(\tau T/m\). The trace is cyclic, so the \(P\) contributions are equal, and \(P\tau=\beta\). Hence \((m/\beta)\,\partial\ln Z_P/\partial m\) is the average of \(T\) in the discretized ensemble. In the integral form, the prefactor contributes \(dP/2\) to \(m\,\partial\ln Z_P/\partial m\). The integral contributes \(-\langle A\rangle\), because \(A\) is proportional to \(m\). Therefore
\[
\frac{m}{\beta}\frac{\partial\ln Z_P}{\partial m}=\langle K_T\rangle,\qquad
K_T=\frac{dP}{2\beta}-\frac{A}{\beta}.
\]
This is the thermodynamic estimator. Rearranged, its mean reads
\[
\frac{\langle A\rangle}{\beta}=\frac{dP}{2\beta}-\langle K_T\rangle .
\]
As \(P\) grows, \(\langle K_T\rangle\) approaches the finite physical kinetic energy. Both terms of the estimator are then of order \(P\), and their difference is of order one.

The first term is a constant and has no statistical noise. Subtracting it does not create variance; it removes most of the mean and leaves the whole fluctuation of the spring term:
\[
\mathrm{Var}\,K_T=\frac{\mathrm{Var}\,A}{\beta^2}.
\]
It remains to find how strongly \(A\) fluctuates.

## The free particle

For \(V=0\) in unbounded space, the weight depends on differences of bead positions alone. Fix \(x_1\), which removes the overall translation, and collect the other \(N=d(P-1)\) coordinates in a vector \(y\) measured from \(x_1\). Then \(A=\tfrac12y^{\mathsf T}My\). The matrix \(M\) is positive definite, since \(A\) vanishes only when all beads coincide. With \(z=M^{1/2}y\),
\[
A=\frac12\sum_{j=1}^{N}z_j^2,\qquad \text{weight}\propto e^{-\sum_jz_j^2/2}.
\]
The \(z_j\) are independent standard normal variables, with \(\langle z_j^2\rangle=1\) and \(\langle z_j^4\rangle=3\), so \(\mathrm{Var}\,z_j^2=2\). Thus
\[
\langle A\rangle=\frac N2,\qquad \mathrm{Var}\,A=\frac14\,(2N)=\frac N2,
\]
and
\[
\langle K_T\rangle=\frac{dP-d(P-1)}{2\beta}=\frac{d}{2\beta},\qquad
\mathrm{Var}\,K_T=\frac{d(P-1)}{2\beta^2}.
\]
The mean is the classical value for every \(P\), so added beads bring no gain in accuracy here, yet each adds \(d/(2\beta^2)\) to the variance. At \(P=1\) the ring has no springs that can stretch, and the variance is zero. The law is therefore a straight line in \(P\) that starts from zero at \(P=1\).

A sampled case shows the size of the effect. Take \(d=3\) and \(\beta=10\) in inverse units of energy, and draw 40,000 independent rings from the Gaussian weight. For \(P=4\), 16 and 64 the sample variances are 0.044, 0.224 and 0.936, against 0.045, 0.225 and 0.945 from the formula. The true mean is 0.150. At \(P=64\) the sample mean came out as 0.139, while its standard error is \(\sqrt{0.945/40000}=0.0049\). The deviation of 2.3 standard errors is somewhat large but compatible with chance, and it amounts to 7% of the kinetic energy.

## Any smooth potential

The variance with a potential follows from a scaling argument. Define
\[
I(\lambda)=\int dx_1\cdots dx_P\,e^{-\lambda A-B}.
\]
Differentiating its logarithm twice at \(\lambda=1\) gives
\[
\frac{d^2\ln I}{d\lambda^2}=\langle A^2\rangle-\langle A\rangle^2=\mathrm{Var}\,A .
\]
Multiplying \(A\) by \(\lambda\) is the same as replacing \(m\) by \(\lambda m\), except that \(Z_P\) also contains the mass in its prefactor. Hence
\[
\ln I(\lambda)=\ln Z_P(\lambda m)-\frac{dP}{2}\ln\lambda+\text{constant}.
\]
The second derivative of \(-\ln\lambda\) at \(\lambda=1\) is \(+1\), so
\[
\mathrm{Var}\,K_T=\frac{dP}{2\beta^2}+\frac{m^2}{\beta^2}\frac{\partial^2\ln Z_P}{\partial m^2}.
\]
This holds at every finite \(P\) for which the integrals exist. The term linear in \(P\) comes from the normalization of the free-particle factors, and the potential enters through the second term.

To see that the second term settles to a constant, consider the discretization error. By cyclicity, the trace can be written with the symmetric factor \(S(\tau)=e^{-\tau V/2}e^{-\tau T}e^{-\tau V/2}\). Since \(S(\tau)S(-\tau)=1\), the expansion of \(\ln S\) has odd powers of \(\tau\) alone: \(\ln S=-\tau H+O(\tau^3)\). The product of \(P\) such factors is \(e^{-\beta H'}\) with \(H'=H+O(\tau^2)\). Where this expansion may be used and differentiated with respect to mass, as is assumed here for smooth confining potentials, \(\ln Z_P\) and its mass derivatives approach their limits with errors of order \(1/P^2\).

In the limit, \(m\,\partial\ln Z/\partial m=\beta\langle K\rangle\), where \(\langle K\rangle\) is the true kinetic energy. The product rule gives
\[
m^2\frac{\partial^2\ln Z}{\partial m^2}
=m\frac{\partial}{\partial m}\left(m\frac{\partial\ln Z}{\partial m}\right)-m\frac{\partial\ln Z}{\partial m}
=\beta m\frac{\partial\langle K\rangle}{\partial m}-\beta\langle K\rangle,
\]
and therefore, for large \(P\),
\[
\mathrm{Var}\,K_T=\frac{dP}{2\beta^2}+c+O(P^{-2}),\qquad
c=\frac1\beta\left(m\frac{\partial\langle K\rangle}{\partial m}-\langle K\rangle\right).
\]
For a free particle \(\langle K\rangle=d/(2\beta)\) does not depend on mass, so \(c=-d/(2\beta^2)\), as found above.

For several distinguishable particles, \(A\) is the total spring term, \(d\) becomes the total number of coordinates, and all masses are scaled together. The argument needs a positive, integrable weight. It fails for a bare attractive Coulomb potential in three dimensions, where \(e^{-\tau V}\) contains \(e^{\text{const}/r}\) and cannot be integrated through \(r=0\).

## Where the noise sits

A harmonic oscillator in one dimension, \(V=\tfrac12kx^2\) with \(\omega=\sqrt{k/m}\), shows which motions of the ring are responsible. An orthonormal Fourier transform around the ring gives modes \(q_n\), \(n=0,\dots,P-1\). Neighbour differences acquire the factor \(2-2\cos(2\pi n/P)=4\sin^2(\pi n/P)\), so
\[
A=\frac12\sum_n\lambda_nq_n^2,\quad
B=\frac12\mu\sum_nq_n^2,\quad
\lambda_n=\frac{4mP}{\beta\hbar^2}\sin^2\frac{\pi n}{P},\quad
\mu=\frac{\beta k}{P}.
\]
Each mode is an independent Gaussian with \(\langle q_n^2\rangle=1/(\lambda_n+\mu)\). Let \(r_n=\lambda_n/(\lambda_n+\mu)\) be the share of the springs in its stiffness. The term \(\tfrac12\lambda_nq_n^2\) has mean \(r_n/2\) and variance \(\tfrac14\lambda_n^2\cdot2/(\lambda_n+\mu)^2=r_n^2/2\). Distributing the constant \(P/(2\beta)\) equally over the \(P\) modes gives
\[
\langle K_T\rangle=\frac1{2\beta}\sum_n(1-r_n),\qquad
\mathrm{Var}\,K_T=\frac1{2\beta^2}\sum_nr_n^2 .
\]

For \(n\ll P\), \(\lambda_n/\mu\approx(2\pi n/\beta\hbar\omega)^2\). Modes well above \(n=\beta\hbar\omega/2\pi\), up to the mirror image \(n\to P-n\), are dominated by the springs. They hardly feel the potential and have \(r_n\) close to 1. Such a mode adds almost nothing to the mean but nearly the full \(1/(2\beta^2)\) to the variance. Refining the path adds modes of this kind.

With \(\hbar=m=k=1\), \(\beta=10\) and \(P=64\), the stiffest mode, \(n=32\), has \(r_n=0.994\). It contributes 0.0003 to the mean kinetic energy of 0.2493 and 0.00494 to the variance of 0.2827, where the ceiling per mode is \(1/200=0.00500\). The soft mode \(n=1\) has \(r_n=0.283\) and contributes 0.0359 to the mean but 0.0004 to the variance. Signal and noise come from different parts of the spectrum.

## How large the effect is

The same oscillator serves as the worked example, with energies in units of \(\hbar\omega\). Its partition function is \(Z=1/(2\sinh u)\), with \(u=\beta\hbar\omega/2=5\). At fixed \(k\), \(\omega\propto m^{-1/2}\), so \(m\,\partial u/\partial m=-u/2\). Hence
\[
\beta\langle K\rangle=m\frac{\partial\ln Z}{\partial m}=\frac u2\coth u .
\]
This gives \(\langle K\rangle=0.2500\). A further mass derivative yields
\[
\beta m\frac{\partial\langle K\rangle}{\partial m}
=-\frac u4\left(\coth u-\frac{u}{\sinh^2u}\right),
\]
\[
c=\frac1{\beta^2}\left(-\frac34u\coth u+\frac{u^2}{4\sinh^2u}\right)=-0.0375 .
\]

The finite-\(P\) values below come from the mode sums. The bias is \(\langle K_T\rangle-\langle K\rangle\). The last column is the number of independent configurations for a standard error of 1% of \(\langle K_T\rangle\).

| \(P\) | Bias | \(\mathrm{Var}\,K_T\) | Configurations |
|---:|---:|---:|---:|
| 8 | −0.0380 | 0.0112 | 2,500 |
| 16 | −0.0114 | 0.0453 | 8,000 |
| 32 | −0.0030 | 0.1233 | 20,200 |
| 64 | −0.0008 | 0.2827 | 45,500 |
| 128 | −0.0002 | 0.6026 | 96,500 |

At \(P=64\) the constant term is \(64/20=3.2000\) and the mean spring term is 2.9507. Their difference is 0.2493. The standard deviation is \(\sqrt{0.2827}=0.532\), about twice the mean. The required number of configurations is
\[
\frac{0.2827}{(0.01\times0.2493)^2}\approx4.55\times10^4 .
\]

The large-\(P\) law predicts a variance of \(64/200-0.0375=0.2825\), close to the value in the table. At \(P=8\) it would give 0.0025 instead of 0.0112, because the path is too coarse: \(\beta\hbar\omega=10\) exceeds the number of beads. Linear growth belongs to the regime \(P\gg\beta\hbar\omega\). Between 64 and 128 beads the slope is 0.004998 per bead, against the limiting \(1/(2\beta^2)=0.005\).

The spring term itself becomes relatively sharper: its standard deviation divided by its mean falls from 0.56 at \(P=8\) to 0.13 at \(P=128\). For large \(P\) this ratio falls as \(P^{-1/2}\), but the mean grows as \(P\), so the absolute fluctuation grows as \(P^{1/2}\). The absolute fluctuation is what survives the subtraction.

The slope does not depend on the shape of the potential. For \(V=x^4/4\), with \(\hbar=m=1\) and \(\beta=10\), diagonalizing \(H\) on a grid and differentiating \(\langle K\rangle\) numerically with respect to mass gives \(c=-0.0467\). The law then predicts 0.2733 at \(P=64\) and 0.5933 at \(P=128\). Direct evaluation of the bead averages by transfer-matrix products gives 0.2739 and 0.5934.

## An estimator without the growth

The mean of \(A\) can be replaced by an average that involves forces. Let \(x_c=P^{-1}\sum_kx_k\) be the centroid and \(y_k=x_k-x_c\). If the weight vanishes at the boundary, or depends on bead differences alone in unbounded space, so that only the relative coordinates \(y_k\) need to be integrated, integration by parts gives
\[
\left\langle\sum_ky_k\cdot\nabla_k(A+B)\right\rangle
=\left\langle\sum_k\nabla_k\cdot y_k\right\rangle=d(P-1),
\]
since each of the \(P\) divergences is \(d-d/P\). The function \(A\) is quadratic, so \(\sum_kx_k\cdot\nabla_kA=2A\). It is also unchanged by translation, so \(\sum_k\nabla_kA=0\) and the centroid part drops out. Thus
\[
2\langle A\rangle=d(P-1)-\frac\beta P\left\langle\sum_ky_k\cdot\nabla V(x_k)\right\rangle .
\]
Insertion into \(\langle K_T\rangle=dP/(2\beta)-\langle A\rangle/\beta\) cancels the terms of order \(P\) analytically:
\[
\langle K_T\rangle=\langle K_{CV}\rangle,\qquad
K_{CV}=\frac d{2\beta}+\frac1{2P}\sum_k(x_k-x_c)\cdot\nabla V(x_k).
\]
This is the centroid virial estimator. Its mean agrees with that of \(K_T\) at each \(P\), including the discretization error. For a free particle it is the constant \(d/(2\beta)\), with no variance.

Its fluctuating part is a bead average. The square of an average does not exceed the average of the squares, and the beads are equivalent, so
\[
\mathrm{Var}\,K_{CV}\le\frac14\left\langle\left[(x_1-x_c)\cdot\nabla V(x_1)\right]^2\right\rangle .
\]
The right side stays finite as \(P\) grows if this single-bead moment converges. No factor of \(P\) multiplies a fluctuation.

For the oscillator, \(\sum_ky_k=0\) turns the sum into \(k\sum_ky_k^2=k\sum_{n\ne0}q_n^2\). With \(k/(2P)=\mu/(2\beta)\),
\[
\mathrm{Var}\,K_{CV}=\left(\frac{\mu}{2\beta}\right)^2\sum_{n\ne0}\frac{2}{(\lambda_n+\mu)^2}
=\frac1{2\beta^2}\sum_{n\ne0}(1-r_n)^2 .
\]
The stiff modes now enter with the small weight \((1-r_n)^2\) instead of \(r_n^2\). In the example the variance is 0.0086 at \(P=8\), 0.0076 at \(P=64\) and 0.0075 at \(P=128\). A 1% error at \(P=64\) needs about 1,200 independent configurations instead of 45,500.

The difference is visible on identical data. From 40,000 independent oscillator rings with \(P=64\), \(K_T\) gave \(0.2464\pm0.0027\) and \(K_{CV}\) gave \(0.2492\pm0.0004\), where the uncertainties are standard errors from the variances above. The mean at this \(P\) is 0.2493. The paths were the same, so the excess noise belongs to the estimator.

## What to do in practice

**Use the centroid virial estimator for well-resolved paths when forces are available and smooth.** Its variance stays bounded when the single-bead moment above converges, but it need not be the smaller one on a coarse path: for \(V=x^4/4\) at \(\beta=10\) it is about twice that of \(K_T\) at \(P=8\) and about a twelfth of it at \(P=64\). With hard walls the integration by parts acquires boundary terms, and the formula above does not apply as it stands. The same holds in a periodic cell not much larger than the thermal wavelength, where paths wind around the cell: for a free particle on a ring of length 8 with \(\hbar=m=1\) and \(\beta=10\), \(\langle K_T\rangle\) is the true value 0.0259, while \(K_{CV}\) as written gives 0.0500.

**Choose \(P\) from the bias, then budget the sampling.** If \(K_T\) must be used, \(dP/(2\beta^2)\) gives the leading variance for a well-resolved path. Suppose the statistical error is to match a bias proportional to \(P^{-2}\). The number of independent configurations, variance divided by squared error, then grows as \(P\cdot P^4=P^5\) for \(K_T\) and as \(P^4\) for an estimator of bounded variance. In the example at \(P=64\), matching the bias of 0.00076 takes about \(4.9\times10^5\) configurations with \(K_T\) and \(1.3\times10^4\) with \(K_{CV}\).

**Count independent configurations.** The variances here are those of single configurations. Positive correlation between successive samples raises the error further, by an amount that depends on the sampling algorithm.

**Expect the same growth in the total energy.** Adding the bead-averaged potential to \(K_T\) does not remove it. If the variance of that average stays bounded, its covariance with \(K_T\) grows at most as \(P^{1/2}\), by the Cauchy–Schwarz inequality, and cannot cancel a term linear in \(P\).

**Keep \(K_T\) as a diagnostic.** Under the conditions of the integration by parts, \(K_T-K_{CV}\) has zero mean at every \(P\). A difference well outside its error bar points to faulty sampling or a coding error. Agreement says nothing about the discretization error, which the two estimators share.
